# Constrained moment directions and spin-torque instabilities: Hopf point or fold

## The decision

Electronic-structure programs with noncollinear magnetism let the user constrain the direction of the magnetic moment. For a magnetic memory cell, the energies and current-induced torques computed at such directions feed a model of the moment's motion, which gives a critical current. The practical decision is which directions to compute, and how accurately the torque direction must be known.

The answer depends on how the stored state is lost. At a saddle-node bifurcation, or fold, the equilibrium meets a saddle and both disappear. At a Hopf point the equilibrium survives, but an oscillation about it starts to grow. The fold drive requires the energy far from the easy axis and no damping constant; the Hopf drive requires the damping and the component of the spin polarization that opposes the moment. In the example below, turning the spin polarization by less than one degree changes which instability comes first.

## Model and conventions

The free layer is one rigid moment with unit vector $m$, at zero temperature. Its energy divided by its total moment is $\varepsilon(m)$, in tesla, and the field is $B=-\partial\varepsilon/\partial m$. I take

$$\varepsilon=-\tfrac12B_km_z^2-B_xm_x,\qquad B=Km+B_x\hat x,\qquad K=B_k\hat z\hat z^T .$$

Here $B_k$ is the effective perpendicular anisotropy field and $B_x$ an applied field. A standard total energy with spin-orbit coupling omits the magnetic dipole energy of the layer's shape, which must be added before $B_k$ is formed.

The current exerts a damping-like torque of strength $b\ge0$, in tesla, towards a fixed unit vector $p$:

$$\dot m=-\gamma m\times B+\alpha m\times\dot m+\gamma b\,m\times(p\times m),\qquad\gamma>0 .$$

The last term equals $\gamma b[p-m(m\cdot p)]$, so it does point towards $p$. Both $b/j$ (with $j$ the current density) and $p$ are held fixed during a sweep.

To solve for $\dot m$, collect the terms without damping in $T=-\gamma m\times B+\gamma b\,m\times(p\times m)$, so that $\dot m=T+\alpha m\times\dot m$. Take the cross product with $m$. Since $m\cdot\dot m=0$, we have $m\times(m\times\dot m)=-\dot m$, hence $m\times\dot m=m\times T-\alpha\dot m$. Substitution gives

$$(1+\alpha^2)\dot m=T+\alpha m\times T .$$

The two terms on the right are perpendicular, so they vanish together. Equilibria therefore obey $T=0$, whatever the damping. Written as $m\times(-B+b\,p\times m)=0$, this says that the bracket is parallel to $m$:

$$B+b\,m\times p=\lambda m,\qquad |m|=1,\qquad\lambda=m\cdot B. \tag{1}$$

The value of $\lambda$ follows from the scalar product with $m$.

## The two stability numbers

Displace $m$ by a small tangent vector $u$, with $u\cdot m=0$. Write $T/\gamma=m\times F$ with $F=-B+b\,p\times m$; at equilibrium $F=-\lambda m$. To first order,

$$\frac{\delta T}{\gamma}=u\times(-\lambda m)+m\times(-Ku+b\,p\times u)
=m\times(\lambda u-Ku)-bc\,u,\qquad c=m\cdot p .$$

This used $u\times m=-m\times u$ and $m\times(p\times u)=p(m\cdot u)-u(m\cdot p)=-cu$. In a tangent basis, let $R$ be the quarter turn $u\mapsto m\times u$, and let $H$ be the symmetric matrix $\lambda-K$ restricted to the tangent plane. Then $\delta T=\gamma(RH-bc)u$.

The matrix $H$ can be read off constrained calculations. Along the great circle $m\cos s+u\sin s$, with $|u|=1$, the second derivative of $\varepsilon$ at $s=0$ is $-u\cdot Ku+m\cdot B=u\cdot Hu$. Energies at neighbouring constrained directions thus give $H$ by second differences.

Because $T=0$ at equilibrium, $\delta(m\times T)=m\times\delta T$. The Jacobian is therefore

$$J=\frac{\gamma}{1+\alpha^2}(1+\alpha R)(RH-bc).$$

With $R^2=-1$ the product is $RH-bc-\alpha H-\alpha bcR$. For

$$R=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\quad
RH=\begin{pmatrix}-H_{12}&-H_{22}\\H_{11}&H_{12}\end{pmatrix},$$

both $R$ and $RH$ have zero trace. Also $\det(1+\alpha R)=1+\alpha^2$, and

$$\det(RH-bc)=(-H_{12}-bc)(H_{12}-bc)+H_{11}H_{22}=\det H+b^2c^2 .$$

Hence

$$\operatorname{tr}J=-\frac{\gamma(\alpha\operatorname{tr}H+2bc)}{1+\alpha^2},\qquad
\det J=\frac{\gamma^2(\det H+b^2c^2)}{1+\alpha^2}. \tag{2}$$

The eigenvalues are $\tfrac12\operatorname{tr}J\pm\sqrt{\tfrac14(\operatorname{tr}J)^2-\det J}$. An equilibrium is linearly stable when the trace is negative and the determinant positive. Starting from a stable state, there are two ways to lose this.

- **Trace zero, determinant positive.** The eigenvalues are $\pm i\sqrt{\det J}$. If the real part crosses zero at nonzero rate, this is a Hopf point. It requires $2bc=-\alpha\operatorname{tr}H$, so for $\operatorname{tr}H>0$ the polarization must oppose the moment, $c<0$.
- **Determinant zero.** One eigenvalue vanishes. If the branch of equilibria turns back in $b$ there, it is a fold. Its drive follows from (1) and $\det H+b^2c^2=0$, neither of which contains $\alpha$.

A zero trace with negative determinant is neither. The eigenvalues are then real and opposite, and the point is a neutral saddle that was already unstable. A search for trace zeros must therefore check the determinant.

## Following the branch through a fold

Relaxing $m$ at successive fixed currents fails at a fold, because beyond it there is no nearby solution. Treat $b$ as an unknown as well. With $y=(m,\lambda,b)$, equation (1) and $(|m|^2-1)/2=0$ are four equations in five unknowns, with derivative

$$A=\begin{pmatrix}K-\lambda-b[p]_\times&-m&m\times p\\ m^T&0&0\end{pmatrix},\qquad [p]_\times u=p\times u .$$

The sign of the third term in the first block comes from $u\times p=-p\times u$.

1. Start at $b=0$ with $m=(B_x/B_k,0,\sqrt{1-B_x^2/B_k^2})$ and $\lambda=B_k$, which satisfies (1).
2. Find the unit tangent $t$ from $At=0$, keeping its orientation from step to step.
3. Predict $y+\Delta s\,t$. Correct by Newton's method with the fifth equation $t\cdot(y_{\rm new}-y-\Delta s\,t)=0$.
4. Monitor $\operatorname{tr}J$ and the $b$ component of $t$. When either changes sign, find the zero by varying $\Delta s$, and order the events along the branch.
5. Classify trace zeros by the sign of $\det J$. If $\det J$ changes sign but the $b$ component of $t$ does not, treat the point as a possible branch point, not as a fold.

The five-by-five Newton matrix is regular at a simple fold. There $A$ still has rank four, so its null vectors are multiples of the local tangent, and the added row $t$ excludes them as long as the old and new tangents are not perpendicular.

Near a simple fold at $b_f$, let $\xi$ be the displacement along the vanishing direction. The lowest-order equilibrium condition is $r(b_f-b)=q\xi^2$, with $r/q>0$ when the solutions lie below $b_f$. The two equilibria are separated by $2\sqrt{r(b_f-b)/q}$.

## Two limits that can be solved by hand

**Polarization in the plane.** Take $p=\hat y$ and $B_x=-hB_k$ with $0\le h<1$, and look for $m=(-s,0,C)$ with $C=\sqrt{1-s^2}$. Then $m\times p=(-C,0,-s)$. Project (1) on the tangent vector $e=(C,0,s)$. The field contributes $B_kC(s-h)$ and the torque $-b$, so

$$b=B_kC(s-h).$$

The branch starts at $s=h$. Its derivative is

$$\frac{db}{ds}=B_k\left[C-\frac{s(s-h)}{C}\right]=\frac{B_k(1+hs-2s^2)}{C},$$

which vanishes at $s_f=[h+\sqrt{h^2+8}]/4$. Without applied field this gives $b_f=B_k/2$; as $h\to1$ the threshold goes to zero.

Here $c=0$ and $\lambda=B_k(hs+C^2)$. Since $e\cdot Ke=B_ks^2$ and $\hat y\cdot K\hat y=0$,

$$H=B_k\,\mathrm{diag}(1+hs-2s^2,\;1+hs-s^2).$$

The first entry vanishes at the turning point, as it should. Both entries are positive before it, so the trace of $J$ is negative there and no Hopf point precedes the fold. Beyond the fold, if $h<1/2$, $\operatorname{tr}H=0$ at $s=[h+\sqrt{h^2+6}]/3$, where the entries have opposite signs: a neutral saddle. For $h>1/2$ this value exceeds 1 and there is no such point.

**Polarization against the moment.** Take $p=-\hat z$ and no applied field. The state $m=\hat z$ remains an equilibrium for all $b$, with $c=-1$ and $H=B_k$ times the unit matrix. The trace vanishes when $2\alpha B_k-2b=0$, so $b_H=\alpha B_k$. The determinant is proportional to $B_k^2+b^2>0$, which excludes a fold. For small damping this threshold is far below $B_k/2$.

## How accurate must the polarization direction be?

Hopf point and fold coincide when trace and determinant vanish together, at the damping

$$\alpha^*=-\frac{2bc}{\operatorname{tr}H}\quad\text{evaluated at the fold}. \tag{3}$$

Near this meeting point, a damping below $\alpha^*$ puts the Hopf point first.

Tilt $p$ from $\hat y$ towards $-\hat z$ by a small angle $\eta$, so $p\simeq(0,1,-\eta)$. The moment acquires a component $m_y$. The $y$ part of (1) has no field term, and $(m\times p)_y=m_zp_x-m_xp_z=-s\eta$. Hence $m_y=-bs\eta/\lambda$ and

$$c\simeq m_y-C\eta=-\left(C+\frac{bs}{\lambda}\right)\eta .$$

For $h=0.1$ the fold has $s=0.7325$, $C=0.681$, $b/B_k=0.4306$ and $\lambda/B_k=0.5366$. Thus $c\simeq-(0.681+0.588)\eta=-1.27\eta$. At the fold $\operatorname{tr}H=\lambda$, because the other entry of $H$ is zero, so

$$\alpha^*\simeq\frac{2(0.4306)(1.27)}{0.5366}\eta\simeq2.04\,\eta .$$

For $\alpha=0.03$ the crossover is at $\eta=0.0147$ rad, or $0.84^\circ$. The full continuation gives $0.844^\circ$. At a tilt of $10^\circ$ the linear estimate is $\alpha^*=0.36$, and the full value is 0.386.

## Worked example: a cell on a tantalum line

A three-terminal cell has a Ta line that supplies polarization along $\hat y$. A current through the tunnel junction can add a component along $-\hat z$. The inputs are rough typical values: $B_k=100$ mT, $B_x=-10$ mT, $\alpha=0.03$, magnetization $M_s=1.0$ MA/m, and a free layer of thickness $d=1.0$ nm and diameter 60 nm. The spin Hall magnitude is $\theta=0.12$ and the junction polarization $P=0.6$.

**Case A: no junction current.** The first event is a fold at $b=43.06$ mT, in agreement with the closed form. The moment has by then tilted to $m_z=0.681$, about $47^\circ$ from the axis. The later trace zero at 39.47 mT is the neutral saddle. It lies at a lower current than the fold, yet it is no threshold for the stored state.

The line torque is $b=\hbar\theta j/(2eM_sd)$. With $\hbar/2e=3.29\times10^{-16}$ V s and $M_sd=10^{-3}$ A, $b/j=3.95\times10^{-14}$ T m²/A. Hence $j=0.04306/(3.95\times10^{-14})=1.09\times10^{12}$ A/m², or 109 MA/cm².

**Case B: tilt of $10^\circ$.** The ratio of the two currents is held fixed. The first event is a Hopf point at $b=15.83$ mT. There $\operatorname{tr}H/B_k=1.847$ and $c=-0.175$, so the two parts of the trace cancel:

$$0.03(1.847)=0.0554,\qquad 2(0.1583)(-0.175)=-0.0554 .$$

The frequency is 2.59 GHz. The line component, $15.83\cos10^\circ=15.59$ mT, needs 39.5 MA/cm². The junction component, $15.83\sin10^\circ=2.75$ mT, needs 1.39 MA/cm², with $P$ replacing $\theta$. The junction current alone would reach its Hopf point at 3.00 mT, or 1.52 MA/cm², so the line current lowers the junction requirement by only 8 %: case B is essentially the junction's own threshold. The conversion also ignores the angular dependence of the junction conductance; a factor $1\pm P^2m_z$ would move 1.39 to about 1.9 or 0.9 MA/cm². The fold still exists, at 44.25 mT, but on a branch that is already unstable.

The eigenvalues show the difference before the threshold is reached. In case A, between zero drive and 99 % of threshold, the imaginary part falls from 17.5 to 4.9 per ns while the real part goes from $-0.525$ to $-0.192$ per ns and remains clearly negative. In case B the imaginary part falls only to 16.3 per ns, while the real part rises from $-0.525$ to $-0.006$ per ns.

In case A the eigenvalues become real only within a relative distance $8.8\times10^{-9}$ of the fold. The reason is the small damping: they become real when $\det J=(\operatorname{tr}J)^2/4$, which needs the soft entry of $H$ to fall to about $\alpha^2\lambda/4\simeq1.2\times10^{-4}B_k$. This entry is proportional to the displacement from the fold, while the distance in drive is proportional to the square of that displacement, and so is far smaller still. A current sweep with ordinary steps thus sees complex eigenvalues right up to the fold, and their presence does not identify a Hopf point.

Two tests support the classification. Solving independently for the equilibria with $\lambda\ne0$, from a polynomial in $\lambda$, gave two near each fold at a relative distance $10^{-4}$ below it, and none nearby at the same distance above. Integrating the full motion in case B from a small displacement, over twenty periods, gave decay at 0.97 of the Hopf drive and growth at 1.03.

## Instability is not yet switching

Equation (2) says when the state is lost, not where the moment goes. After a sudden step to 1.2 times threshold, $m_z$ first becomes negative at 0.34 ns in case A and at 9.3 ns in case B. The lower threshold of case B therefore comes with a much longer wait at this relative overdrive.

While the current flows, case A settles at $m_z=-0.194$, not in the reversed state. Equation (1) explains the value: for $p=\hat y$ there is a solution with $\lambda=0$, whose $x$ component reads $B_x-bm_z=0$. Thus $m_z=-10/51.7=-0.194$. Case B settles at $-0.996$. In these runs the moment ends at $m_z=-0.995$ in both cases, after either abrupt or slow switch-off of the current. Abrupt switch-off does not guarantee this in case A: the moment is released near the plane with an energy above the saddle between the two wells, and can fall into either. After a step to 1.1 times threshold it returns to $m_z=+0.995$. These are single noiseless runs. Just above a Hopf point a small sustained oscillation is possible in general, but case B does not behave that way: at the Hopf drive itself finite displacements grow, and one of 0.2 rad reverses the moment in about 40 ns.

A sudden step can also act below the fold. In case A, steps were tried upward from $0.50\,b_f$ in increments of $0.05\,b_f$, and the first to bring $m_z$ below zero was $0.85\,b_f$. A scan in increments of $0.01\,b_f$ lowers this to $0.81\,b_f$. The behaviour is that of an overshoot of the weakly damped moment: the lowest step rises to $0.93\,b_f$ at $\alpha=0.3$, and at $0.97\,b_f$ a rise time of about 1 ns keeps $m_z$ positive. Crossing $m_z=0$ is again not switching, since most of these runs return to the initial state after abrupt switch-off. Without thermal noise, the fold is the threshold for a slow sweep; it is not a lower bound for pulses.

## What a real device changes

The threshold of 109 MA/cm² is high. Larger perpendicular cells on Ta lines, driven by long pulses, can switch at lower densities, for instance when reversal starts in a small region and spreads by domain-wall motion. The rigid moment excludes this. Here the estimated wall width $\pi\sqrt{2A_{\rm ex}/(M_sB_k)}$, with exchange stiffness $A_{\rm ex}=15$ pJ/m, is 54 nm against a diameter of 60 nm, so rigidity is marginal.

Heating is also serious: for a 1 ns pulse, a one-dimensional estimate of the temperature rise due to the line alone (4 nm thick, 200 µΩ cm, on an oxide of thermal effusivity 1500 W s$^{1/2}$ m$^{-2}$ K$^{-1}$) is about 230 K in case A and 30 K in case B. The estimate neglects the heat capacity of the line itself, which lowers the rise, and thermal resistance at the interfaces, which adds to it. The estimated rise grows as the square root of the pulse length, and case B needs a pulse much longer than 1 ns at the overdrive used above. In case B the junction (resistance-area product 5 Ω µm²) dissipates about $1.0\times10^9$ W/m², comparable with the line's $1.2\times10^9$ W/m², so its heat must be added. At 1.2 times threshold, up to the first crossing of $m_z=0$, the same estimate gives about 190 K in case A (0.34 ns) and 230 K in case B (9.3 ns, junction included). Such rises would lower $M_s$ and $B_k$, which the model holds fixed. The barrier with applied field is 27.6 times the thermal energy at 300 K, so thermal escape below either threshold matters for long pulses.

The neglected field-like torque can be comparable with the damping-like one in such layers. It adds a field $\beta bp$ to $B$. At $\beta=-0.3$ case A changes type, to a Hopf point at 26.7 mT; at $\beta=+0.3$ it keeps a fold at 42.9 mT. Case B remains a Hopf point, at 13.3 and 25.6 mT respectively. The line's own magnetic field is only 2.7 mT in case A, but it lies along $\pm\hat y$ and so acts like $\beta=\pm0.064$. For $p=\hat y$ the $y$ part of (1) then gives $c=m_y=\beta b/\lambda$, and with $\operatorname{tr}H=\lambda$ at the fold, (3) gives $\alpha^*\simeq-2\beta(b/\lambda)^2=-1.29\beta$ to first order. For the negative sign this is 0.08, above the damping of 0.03, so even this small field can turn case A into a Hopf point. In case B the 0.07 V across the junction changes the anisotropy by about 4 %, for a coefficient of 30 fJ/(V m) and a 1 nm barrier.

## Choosing the directions

- Compute energies along the whole path from the easy axis to the expected fold, here about $47^\circ$. The curvature at the easy axis locates the fold only if the energy has the single constant $B_k$. A quartic term contributing $\pm0.3B_km_z^3$ to the field, at the same curvature, moves the fold of case A from 43.1 mT to 35.6 or 51.5 mT.
- At each equilibrium, use displacements in both tangent directions and along their diagonal. The first two give $\operatorname{tr}H$ for the trace condition; $\det H$ also needs $H_{12}$, which the diagonal supplies.
- Resolve the component of the polarization $p$ along the moment. For parameters near case A and no field-like torque, the fold comes first when the tilt of $p$ from $\hat y$ towards $-\hat z$ is below about $\alpha/2$ in radians, so this tilt must be known to that accuracy. The coefficient depends on the applied field: the crossover tilt is $0.35\alpha$ at $h=0$, $0.70\alpha$ at $h=0.2$ and about $\alpha$ at $h=0.3$.
- Include the field-like torque and the line's magnetic field, with their signs, before classifying the instability.
- If the computed torque does not have the form $b\,m\times(p\times m)$ with constant $b$ and $p$, differentiate the actual torque. The term $bc$ in (2) no longer applies.

The remaining values are in the numerical output.

## Computed values

```
Bk 100 mT, Bx -10 mT, alpha 0.03
Ms 1.0 MA/m, layer 1.0 nm, width 60 nm
spin Hall 0.12, junction polarization 0.6
Ta 4 nm, 200 uohm cm; RA 5 ohm um2
gamma*Bk = 17.609 rad/ns
A tilt 0 deg: fold, b = 43.059 mT, m = (-0.733, 0.000, 0.681)
A tilt 0 deg: neutral saddle, b = 39.474 mT, m = (-0.851, 0.000, 0.526)
B tilt 10 deg: Hopf, b = 15.834 mT, m = (-0.261, -0.008, 0.965)
B tilt 10 deg: fold, b = 44.248 mT, m = (-0.731, -0.106, 0.674)
B Hopf: trH/Bk 1.8472, c -0.1750, b/Bk 0.15834
B Hopf frequency 2.587 GHz
B fold: detH/Bk^2 -0.00964, (bc/Bk)^2 0.00964
A closed-form fold 43.059 mT, neutral saddle 39.474 mT
A critical Ta current 109.0 MA/cm2
B critical Ta current 39.5 MA/cm2, junction 1.39 MA/cm2
A b/b_crit 0.00: eigenvalue -0.5251 +/- 17.505 i per ns
A b/b_crit 0.50: eigenvalue -0.4600 +/- 15.303 i per ns
A b/b_crit 0.90: eigenvalue -0.2983 +/- 9.515 i per ns
A b/b_crit 0.99: eigenvalue -0.1920 +/- 4.884 i per ns
B b/b_crit 0.00: eigenvalue -0.5251 +/- 17.505 i per ns
B b/b_crit 0.50: eigenvalue -0.2704 +/- 17.065 i per ns
B b/b_crit 0.90: eigenvalue -0.0557 +/- 16.448 i per ns
B b/b_crit 0.99: eigenvalue -0.0056 +/- 16.273 i per ns
A eigenvalues turn real at 1 - b/b_fold = 8.8e-09
separation ratio at 4x distance: A 2.0000, B 2.0000
crossover tilt at alpha 0.03: 0.844 deg
crossover damping at tilt 10 deg: 0.386
A step to 1.2 b_crit: first m_z<0 at 0.34 ns, late m_z -0.194 to -0.194
A final m_z: abrupt off -0.995, slow ramp off -0.995
B step to 1.2 b_crit: first m_z<0 at 9.29 ns, late m_z -0.996 to -0.996
B final m_z: abrupt off -0.995, slow ramp off -0.995
current on 170 ns, slow ramp 170 ns
A lowest sudden step reaching m_z<0: 0.85 b_fold (scan 0.05)
A with field-like ratio -0.3: Hopf at 26.74 mT
A with field-like ratio +0.3: fold at 42.86 mT
B with field-like ratio -0.3: Hopf at 13.30 mT
B with field-like ratio +0.3: Hopf at 25.59 mT
A Oersted field 2.74 mT, ratio to b 0.064
heating in 1 ns, upper estimate: A 226 K, B 29.7 K
barrier/kT at 300 K: 34.1 without field, 27.6 with Bx
rms thermal angle 9.8 deg
domain-wall width 54 nm
B junction voltage 0.070 V, anisotropy change 4.2 %
```
